# Why Doping Changes the Activation Energy of Self-Diffusion in Semiconductors

## Definitions and conventions

Consider an elemental semiconductor with the diamond structure and cubic lattice constant \(a\), in which atoms move by exchanging places with vacancies. A vacancy can carry charge \(q=+1,0,-1,-2\), in units of the elementary charge. The Fermi level \(\mu\) is measured from the valence-band edge, the conduction edge lies at \(E_g\), and \(\beta=1/kT\). Energies are in eV, lengths in cm and temperatures in K, the natural units for diffusion.

For each charge state there are three parameters:

- \(H_q\), the energy to form the vacancy when the removed atom joins the crystal elsewhere and electrons are exchanged at the valence edge;
- \(m_q\), the barrier for a jump to a neighbouring site;
- \(g_q\), a degeneracy, taken equal at the stable site and at the saddle.

All three are independent of temperature, and the volume is fixed. The net doping is \(N=N_D-N_A\), donors minus acceptors, all ionized.

Let \(D\) be the self-diffusion coefficient of a tagged atom. The activation energy is the slope of the Arrhenius plot of one sample, whose doping does not change on heating:
\[
Q=-\left(\frac{\partial\ln D}{\partial\beta}\right)_N .
\]
Doping can act through the number of charged vacancies, through their mobility, and through the motion of the Fermi level with temperature. These contributions are derived separately and then weighed.

## Contribution 1: the cost of charging a vacancy

A vacancy of charge \(q\) changes the number of electrons in the bands from \(N_e\) to \(N_e+q\): a negative vacancy takes \(|q|\) electrons, a positive vacancy gives \(q\). With \(Z\) the partition function of the band electrons and \(F=-kT\ln Z\) their free energy,
\[
\frac{Z_{N_e+q}}{Z_{N_e}}=e^{-\beta[F(N_e+q)-F(N_e)]}=e^{-\beta q\mu},
\]
because \(\mu=\partial F/\partial N_e\) and a few electrons are a negligible change in a large crystal. The statistical weight of a vacancy on a given site, relative to an atom there, is therefore \(g_qe^{-\beta(H_q+q\mu)}\). For independent sites the vacant fraction is this weight divided by one plus the sum of all such weights. Vacancies are dilute, so the denominator is one:
\[
c_q=g_q\,e^{-\beta(H_q+q\mu)} .
\]
Raising \(\mu\) makes negative vacancies more numerous and positive ones rarer.

The \(H_q\) are linked by transition levels. The level \(\varepsilon(q/q-1)\) is the Fermi level at which two formation energies agree, \(H_q+q\varepsilon=H_{q-1}+(q-1)\varepsilon\), so \(H_{q-1}=H_q+\varepsilon\).

## Contribution 2: the jump rate of each charge state

Let a coordinate \(x\) with effective mass \(M\) lead from the well over the barrier. In equilibrium the rate is the mean forward velocity times the probability density at the barrier top. The first factor is
\[
\frac{\int_0^\infty v\,e^{-\beta Mv^2/2}dv}{\int_{-\infty}^{\infty}e^{-\beta Mv^2/2}dv}
=\frac{kT/M}{\sqrt{2\pi kT/M}}=\sqrt{\frac{kT}{2\pi M}} .
\]
For a harmonic well of angular frequency \(\omega\), the second is \(e^{-\beta m_q}\) divided by \(\int e^{-\beta M\omega^2x^2/2}dx=\sqrt{2\pi kT/(M\omega^2)}\). The product is
\[
\Gamma_q=\frac{\omega}{2\pi}e^{-\beta m_q}\equiv\nu\,e^{-\beta m_q}.
\]
Classical harmonic vibrations transverse to the path multiply this by a ratio of frequencies, which does not depend on temperature and is absorbed in \(\nu\). One common \(\nu\) is used for all charges. The derivation assumes that a crossing is not immediately reversed and that the charge is constant during the jump.

## From vacancy jumps to atomic diffusion

A vacancy has four neighbours at distance \(d=\sqrt3a/4\). It jumps to each with equal probability, whatever its charge and history. The four bond vectors sum to zero, so each jump has zero mean and the cross terms in the squared displacement vanish. If \(p_q=c_q/\sum_{q'}c_{q'}\) is the equilibrium share of charge \(q\), the mean number of jumps in time \(t\) is \(4t\sum_qp_q\Gamma_q\). Hence
\[
D_V=\frac{\langle R^2\rangle}{6t}=\frac{4d^2}{6}\sum_qp_q\Gamma_q=\frac{a^2}{8}\sum_qp_q\Gamma_q .
\]
Only equilibrium shares were used, so the result holds for slow and for fast switching between charges.

A tagged atom does have a memory. Just after its jump along the unit vector \(\mathbf u\), the vacancy sits directly behind it and may take it back. The surroundings have threefold symmetry about \(\mathbf u\), so the mean direction of the next jump is \(C\mathbf u\), where \(C\) is the mean cosine between successive jumps. After that next jump the vacancy is again directly behind the atom, and the argument repeats: the mean cosine between jumps \(k\) steps apart is \(C^k\). The squared displacement per jump is multiplied by
\[
f=1+2\sum_{k=1}^{\infty}C^k=1+\frac{2C}{1-C}=\frac{1+C}{1-C}.
\]

To find \(C\), let \(h(\mathbf x)\) be the expected cosine of the next atomic jump when the vacancy is at \(\mathbf x\). It is the average over the vacancy's four possible steps. A step onto the tagged atom contributes the cosine of the resulting jump, and any other step contributes \(h\) at the new position. A vacancy that wanders far away returns from no preferred direction, so \(h\to0\) there. Solving these linear equations on a cluster of radius \(6a\) gives \(C=-0.333\) and \(f=0.500\). Charge alters the waiting times but not the sequence of sites, so the same \(f\) applies to every charge state.

An atom has a vacancy of charge \(q\) on a given neighbouring site with probability \(c_q\). Its uncorrelated diffusivity is thus \((a^2/8)\sum_qc_q\Gamma_q\), and
\[
D=\sum_qD_q,\qquad
D_q=\frac{fa^2\nu}{8}\,g_q\,e^{-\beta(E_q+q\mu)},\qquad E_q=H_q+m_q .
\]
Formation and migration enter through their sum, the energy of the saddle configuration. The most abundant vacancy therefore need not carry the most diffusion.

## Doping at one temperature

For non-degenerate electrons the density is \(n=N_ce^{-\beta(E_g-\mu)}\), where \(N_c\) is the effective density of states. At fixed temperature \(e^{\beta\mu}\) is proportional to \(n\), so relative to undoped material, where \(n=n_i\),
\[
\frac{D_q(N)}{D_q(0)}=\left(\frac{n}{n_i}\right)^{-q}.
\]
With the weights \(w_q=D_q/D\), differentiating \(\ln D\) twice gives
\[
\frac{\partial\ln D}{\partial(\beta\mu)}=-\sum_qw_qq,\qquad
\frac{\partial^2\ln D}{\partial(\beta\mu)^2}=\sum_qw_qq^2-\Big(\sum_qw_qq\Big)^2\ge0 .
\]
The second expression is a variance. Thus \(\ln D\) is a convex function of \(\mu\), with its minimum where the diffusion-weighted mean charge vanishes. If both positive and negative vacancies exist, \(D\) grows on either side of this minimum. By convexity, doping that moves \(\mu\) away from the minimum raises \(D\) above its undoped value at any level. Doping that moves \(\mu\) towards the minimum first lowers \(D\), and enhances it only if \(\mu\) is carried far enough past the minimum.

## Contribution 3: the Fermi level moves on heating

The slope at fixed doping requires the derivative of the whole exponent:
\[
-\frac{\partial\ln D_q}{\partial\beta}=E_q+q\,\mu^*,\qquad
\mu^*\equiv\left(\frac{\partial(\beta\mu)}{\partial\beta}\right)_N=\mu-T\frac{\partial\mu}{\partial T},
\]
where \(\beta\,\partial/\partial\beta=-T\,\partial/\partial T\) was used. Since \(\partial\ln D/\partial\beta=\sum_q(D_q/D)\,\partial\ln D_q/\partial\beta\),
\[
\boxed{\,Q=\sum_qw_q\,(H_q+m_q+q\mu^*)\,}
\]
The level that governs the slope is \(\mu^*\), not \(\mu\). Inserting \(\mu\) itself would give the slope of a hypothetical experiment in which the Fermi level is held fixed during heating.

To find \(\mu^*\), use charge neutrality, \(n-p=N\), with \(p=N_ve^{-\beta\mu}\) the hole density. The vacancies' own charge is neglected. For parabolic bands the density of states grows as the square root of the kinetic energy, so \(N_c\) and \(N_v\) are proportional to \(\beta^{-3/2}\), and
\[
\frac{\partial\ln n}{\partial\beta}=\mu^*-E_g-\tfrac32kT,\qquad
\frac{\partial\ln p}{\partial\beta}=-\mu^*-\tfrac32kT .
\]
Because \(n-p\) is constant,
\[
n\left(\mu^*-E_g-\tfrac32kT\right)+p\left(\mu^*+\tfrac32kT\right)=0,
\]
\[
\mu^*=\frac{n\,(E_g+\frac32kT)-p\,\frac32kT}{n+p}.
\]

There are three limits. In undoped material \(n=p\) and \(\mu^*=E_g/2\), even if unequal band masses shift \(\mu\) from midgap. In strongly n-type material \(\mu^*\to E_g+\frac32kT\), and in strongly p-type material \(\mu^*\to-\frac32kT\). If one charged state carries all the diffusion throughout, strong doping of the sign that favours it lowers \(Q\), relative to undoped material at the same temperature, by \(|q|(E_g/2+\frac32kT)\).

### The physical meaning of \(\mu^*\)

Add \(dN\) electrons to the bands at fixed temperature. Then \(dn-dp=dN\), while \(np\) stays constant, so \(p\,dn+n\,dp=0\). These two equations give
\[
dn=\frac{n}{n+p}\,dN,\qquad dp=-\frac{p}{n+p}\,dN .
\]
Each conduction electron has mean energy \(E_g+\frac32kT\), and each hole costs \(\frac32kT\). The energy of the carriers therefore changes by
\[
dU=\left(E_g+\tfrac32kT\right)dn+\tfrac32kT\,dp=\mu^*\,dN .
\]
So \(\mu^*\) is the mean energy which the carriers give up when a vacancy takes one electron from them.

This explains the doping dependence. In strongly n-type material a negative vacancy takes an electron that donors have already placed in the conduction band, and the energy \(E_g+\frac32kT\) is recovered. In undoped material, taking one electron lowers \(n\) by one half and raises \(p\) by one half, and only \(E_g/2\) is recovered. Strongly p-type material has almost no conduction electrons to lose, so the charge is supplied by making a hole.

The identity \(\mu^*=(\partial U/\partial N)_T\) does not need the non-degenerate limit. With \(F(T,N)\) the free energy of the carriers, \(\mu=\partial F/\partial N\) and \(U=\partial(\beta F)/\partial\beta\); exchanging the order of differentiation gives \(\partial U/\partial N=\partial(\beta\mu)/\partial\beta\). The magnitude of \(D\) depends on a free energy, which contains \(\mu\), and its slope on an energy, which contains \(\mu^*\).

## Weighing the contributions in a model

Take round parameters that represent no particular material: \(E_g=1.1\) eV, \(a=5.5\times10^{-8}\) cm, \(\nu=10^{13}\ \mathrm{s^{-1}}\), and band masses of 1.0 (conduction) and 0.6 (valence) electron masses. The transition levels are 0.2, 0.6 and 0.9 eV.

| \(q\) | \(H_q\) (eV) | \(m_q\) (eV) | \(E_q\) (eV) | \(g_q\) |
|---|---|---|---|---|
| + | 2.8 | 0.6 | 3.4 | 2 |
| 0 | 3.0 | 0.8 | 3.8 | 1 |
| − | 3.6 | 0.7 | 4.3 | 2 |
| 2− | 4.5 | 0.6 | 5.1 | 1 |

At 1200 K, \(kT=0.1034\) eV and \(n_i=6.7\times10^{17}\ \mathrm{cm^{-3}}\). The results are:

| \(N\) (cm⁻³) | \(\mu\) (eV) | \(\mu^*\) (eV) | \(D\) (cm²/s) | \(Q\) (eV) |
|---|---|---|---|---|
| −2×10¹⁹ | 0.159 | −0.154 | 4.5×10⁻¹⁸ | 3.28 |
| −1×10¹⁸ | 0.439 | 0.128 | 7.3×10⁻¹⁹ | 3.82 |
| 0 | 0.510 | 0.550 | 8.2×10⁻¹⁹ | 3.80 |
| +1×10¹⁸ | 0.582 | 0.972 | 1.25×10⁻¹⁸ | 3.46 |
| +2×10¹⁹ | 0.862 | 1.254 | 2.6×10⁻¹⁷ | 2.84 |

**The rate at fixed temperature.** At \(N=+2\times10^{19}\ \mathrm{cm^{-3}}\), \(n/n_i=29.86\). The singly negative part of \(D\) grows by this factor and the doubly negative part by its square, 892. Their weights in undoped material are 55.75% and 1.69%, and that of the neutral vacancy is 25.21%. The enhancement of \(D\) is
\[
0.5575\times29.86+0.0169\times892+0.2521\approx32,
\]
the positive vacancy being negligible. This agrees with the ratio of the tabulated diffusivities.

**The slope.** At this doping the weights are 0.79% for neutral, 52.01% for singly negative and 47.19% for doubly negative vacancies. Their activation energies are \(3.8\), \(4.3-1.254=3.046\) and \(5.1-2\times1.254=2.592\) eV, so
\[
Q\approx0.0079\times3.8+0.5201\times3.046+0.4719\times2.592=2.84\ \text{eV}.
\]
Undoped material has \(Q=3.80\) eV. Doping has lowered the activation energy by 0.96 eV.

**Carrier energy against redistribution.** The drop can be split by changing \(\mu^*\) and the weights one after the other. First adopt the final weights but keep \(\mu^*=0.550\) eV. The energies of the neutral, singly and doubly negative states are then 3.80, 3.75 and 4.00 eV, and their mean is 3.87 eV. Redistribution alone has raised \(Q\) by 0.07 eV. Now raise \(\mu^*\) by 0.704 eV. The mean charge is \(-1.46\), so \(Q\) falls by \(1.46\times0.704=1.03\) eV.

In the opposite order, the undoped weights have mean charge \(-0.42\). Raising \(\mu^*\) lowers \(Q\) by 0.29 eV, and redistribution then lowers it by the remaining 0.67 eV. The split depends on the order because the two effects multiply. At this doping the drop requires the change in carrier energy: without it, redistribution raises \(Q\). The sign of that redistribution term is not general. With the weights of \(N=+10^{18}\ \mathrm{cm^{-3}}\) and \(\mu^*=0.550\) eV the mean is 3.78 eV, which is 0.02 eV below the undoped value.

**The motion of the Fermi level.** Using \(\mu\) in place of \(\mu^*\) gives 3.82 eV for undoped and 3.41 eV for strongly n-type material, a drop of only 0.41 eV. More than half of the true drop is thus absent if the Fermi level is treated as fixed during heating. For comparison, the slope between 1100 and 1300 K at fixed strong n-type doping is 2.84 eV.

**The migration barriers.** Setting every barrier to 0.7 eV leaves a drop from 3.74 to 2.98 eV, that is 0.76 eV. Charge-dependent formation is therefore sufficient to produce the effect. In this model the unequal barriers increase the drop by 0.20 eV. They also separate abundance from importance: at strong n-type doping the doubly negative vacancy makes up 25% of all vacancies but carries 47% of the diffusion, because its barrier is lower than those of the neutral and singly negative states.

**Weak p-type doping.** At \(N=-10^{18}\ \mathrm{cm^{-3}}\), \(D\) is lower than in undoped material. The weighted mean charge is \(-0.42\) without doping and \(+0.07\) at this doping, so the minimum of the convex function \(\ln D\) lies between the two Fermi levels. The corresponding \(Q\) is 3.816 eV against 3.802 eV without doping. The sign of this difference depends on temperature: \(Q\) of the doped sample lies 0.10 eV below the undoped value at 1100 K and 0.05 eV above it at 1300 K. The slopes between 1100 and 1300 K are 3.798 and 3.801 eV, in the opposite order to the local values at 1200 K.

## One sample, a bent Arrhenius plot

Heating creates electron–hole pairs and moves a doped sample towards the undoped limit. For \(N=+10^{18}\ \mathrm{cm^{-3}}\), \(\mu^*\) falls from 1.209 eV at 900 K to 0.972 eV at 1200 K and 0.685 eV at 1500 K. The activation energy rises from 3.046 to 3.459 and 3.745 eV. A single activation energy for such a sample is meaningful only with its temperature range.

## Where the result fails

At high carrier density Fermi–Dirac statistics must replace the exponential formulas for \(n\) and \(p\). Over the five dopings at 1200 K this changes \(Q\) by at most 0.014 eV. The identity \(\mu^*=(\partial U/\partial N)_T\) survives, but its simple expression in terms of \(n\) and \(p\) does not.

The neglect of vacancy charge in neutrality is safe here: it is at most \(3\times10^{-8}\) of \(n+p\) in the five cases. The harmonic jump rate is less accurate. For a cosine-shaped barrier of 0.6 eV at 1200 K, the rate from the flux integral is 0.946 of the harmonic value.

Other assumptions limit the physics more seriously. Dopants that bind vacancies add new mobile species and make the diffusivity depend on the dopant itself, not only on \(\mu\). Incomplete ionization changes the neutrality condition. If the gap varies with temperature, \(E_g\) in \(\mu^*\) becomes \(E_g-T\,dE_g/dT\), and a temperature-dependent \(H_q\) must be treated in the same way. If the total number of vacancies is not in equilibrium, it is set by the sample's history and the boxed formula does not apply. For a frozen total with charges still in equilibrium, \(D\propto\sum_qp_q\Gamma_q\), and the slope is the boxed expression minus \(\sum_qp_q(H_q+q\mu^*)\): a common shift of all \(H_q\) cancels, but their differences still enter. Self-interstitials in equilibrium add further terms to \(D\), with their own saddle energies, geometric factors and correlation factors; each charged term again contains \(q\mu^*\) in its slope.

The numerical check tests the slope formula against finite differences of \(\ln D\), with the Fermi level found from band integrals and neutrality.

## Values computed for the example and the checks

```
T = 1200 K, kT = 0.10341 eV, gap = 1.1 eV
band masses: 1.0 (cond.), 0.6 (val.) electron masses
a = 5.50e-08 cm, nu = 1.0e+13 1/s
levels +/0, 0/-, -/2- (eV): 0.2 0.6 0.9
charge: H_q (eV), m_q (eV), H_q+m_q (eV), g_q
 + : 2.80, 0.60, 3.40, 2
 0 : 3.00, 0.80, 3.80, 1
 - : 3.60, 0.70, 4.30, 2
 2-: 4.50, 0.60, 5.10, 1
mean cosine = -0.3332, f = 0.5001
Nc, Nv = 2.008e+20, 9.330e+19 cm^-3
n_i = 6.705e+17 cm^-3
N (cm^-3): n, p (cm^-3); mu, mu_star (eV)
 -2e+19: 2.245e+16, 2.002e+19; 0.159, -0.154
 -1e+18: 3.364e+17, 1.336e+18; 0.439, 0.128
 +0e+00: 6.705e+17, 6.705e+17; 0.510, 0.550
 +1e+18: 1.336e+18, 3.364e+17; 0.582, 0.972
 +2e+19: 2.002e+19, 2.245e+16; 0.862, 1.254
N (cm^-3): D (cm^2/s); Q, fixed-mu Q, 1100-1300 K slope (eV)
 -2e+19: 4.489e-18; 3.276, 3.572, 3.277
 -1e+18: 7.263e-19; 3.816, 3.837, 3.798
 +0e+00: 8.237e-19; 3.802, 3.818, 3.801
 +1e+18: 1.250e-18; 3.459, 3.757, 3.442
 +2e+19: 2.637e-17; 2.839, 3.412, 2.837
N (cm^-3): vacancy population of +, 0, -, 2- (%)
 -2e+19: 74.28 25.02 0.70 0.00
 -1e+18: 12.21 61.64 26.00 0.15
 +0e+00: 5.10 51.29 43.12 0.50
 +1e+18: 1.80 36.18 60.62 1.40
 +2e+19: 0.01 2.88 72.21 24.91
N (cm^-3): diffusion weight of +, 0, -, 2- (%)
 -2e+19: 95.03 4.63 0.34 0.00
 -1e+18: 39.20 28.59 31.72 0.48
 +0e+00: 17.34 25.21 55.75 1.69
 +1e+18: 5.73 16.61 73.22 4.43
 +2e+19: 0.02 0.79 52.01 47.19
sample N = +1e18 cm^-3: T (K), mu_star (eV), Q (eV)
 900, 1.209, 3.046
 1200, 0.972, 3.459
 1500, 0.685, 3.745
all barriers 0.7 eV: Q intrinsic = 3.741 eV
all barriers 0.7 eV: Q at +2e19 = 2.977 eV
largest Fermi-Dirac change of Q = 0.0135 eV
flux/harmonic rate, 0.6 eV cosine = 0.946
largest defect charge/(n+p) = 2.6e-08
```
